Crossover from Three- to Two-Dimensional Avrami Growth in Ferroelectric Films

**1. What dimensions fix**

A ferroelectric film of thickness d is switched by domains that start on one electrode, the plane z = 0. There are N nuclei per unit area. Each domain widens with lateral speed v_l and lengthens with forward speed v_z. We want the switched volume fraction f at time t.

The growth law treats the lateral and forward directions separately, so lateral lengths and heights may be measured in independent units. With time, that makes three units for five quantities: N, v_l, v_z, d and t. Two dimensionless groups remain. A convenient choice is

t_d = d/v_z,  τ = t/t_d,  K = πN(v_l t_d)².

Here t_d is the breakthrough time, when a domain first touches the opposite surface. K is the mean number of nuclei in a circle of radius R_d = v_l t_d, the base radius at that moment. Hence f = F(τ, K).

The two ends of the process follow from geometry when domains are few. Before breakthrough each domain is half an ellipsoid of volume (2π/3)v_l²v_z t³, so

f ≈ N(2π/3)v_l²v_z t³/d = (2/3)Kτ³.

Long after breakthrough each domain is nearly a cylinder of area πv_l²t², and its covering measure is πNv_l²t² = Kτ². The power of time falls from three to two because height has stopped growing. What remains is to join these limits and to include overlap.

**2. The model**

All nuclei start at t = 0, at independent random positions (a Poisson distribution). The film is uniform and laterally infinite, and the voltage is constant. Depolarizing fields do not alter the speeds, and breakthrough ends forward growth without changing the lateral law. Section 9 sizes these assumptions.

An isolated domain occupies the points with

r²/v_l² + z²/v_z² ≤ t²,

where r is the lateral distance from its nucleus. Divide lateral coordinates by v_l and heights by v_z. The domain becomes a half-ball of radius t, whose wall advances at unit speed.

Overlapping domains need no correction to this shape. Enlarging a ball of radius t₁ by t₂ gives the ball of radius t₁ + t₂, and enlarging a union of balls gives the union of the enlarged balls. The switched region is therefore the union of the isolated domains. The upper surface does not spoil this: the straight line from a nucleus to any point of the film lies inside the film, so the shortest path is never blocked.

**3. Probability that a point is switched**

A point at height z is switched by time t if a nucleus lies within the lateral distance given by r² = v_l²(t² − z²/v_z²). If t < z/v_z, no nucleus can have reached it. Otherwise the relevant disc has area

A(z,t) = πv_l²(t² − z²/v_z²).

Divide this disc into M small cells. Each holds a nucleus with probability NA/M, so all are empty with probability (1 − NA/M)^M, which tends to exp(−NA) as M grows. Thus the point is switched with probability 1 − exp(−NA).

The volume fraction is the average over height. With s = z/d,

NA = πNv_l²t_d²(τ² − s²) = K(τ² − s²),

f = ∫₀^m {1 − exp[−K(τ² − s²)]} ds,  m = min(1, τ).

The upper limit carries the crossover. Until τ = 1 new heights keep entering the integral; afterwards none are left.

**4. The closed form**

Define the Dawson function

D(x) = exp(−x²) ∫₀^x exp(y²) dy.

Differentiation gives D′ = 1 − 2xD. Inserting D = x + ax³ + bx⁵ + … into this equation gives 3a = −2 and 5b = −2a, so

D(x) = x − (2/3)x³ + (4/15)x⁵ − …

*Before breakthrough, τ ≤ 1.* The substitution y = √K s gives

∫₀^τ exp(Ks²) ds = exp(Kτ²) D(√K τ)/√K.

The factor exp(−Kτ²) in the integral for f cancels the exponential, leaving

f = τ − D(√K τ)/√K.

*After breakthrough, τ ≥ 1.* The limit is now fixed at 1:

1 − f = exp(−Kτ²) ∫₀¹ exp(Ks²) ds = exp[−K(τ² − 1)] D(√K)/√K.

Taking the logarithm and collecting the constants,

−ln(1 − f) = K(τ² − c),

c = 1 − (1/K) ln[√K/D(√K)].

Within this model the two-dimensional law therefore holds from the moment of breakthrough, with t² replaced by t² − c t_d². The offset is the memory of the three-dimensional stage.

Its size follows from the equivalent form c = (1/K) ln⟨exp(Ks²)⟩, where the brackets average over 0 < s < 1. For small K, the logarithm is K times the mean of s² plus K²/2 times its variance. Since ⟨s²⟩ = 1/3 and ⟨s⁴⟩ = 1/5,

c = 1/3 + (K/2)(1/5 − 1/9) + … = 1/3 + 2K/45 + …

**5. The local Avrami exponent**

Define

n = d ln[−ln(1 − f)]/d ln t.

For K ≪ 1 and τ ≤ 1, the series for D gives f = (2/3)Kτ³ − (4/15)K²τ⁵ + …. Adding f²/2 to form the logarithm,

−ln(1 − f) = (2/3)Kτ³ [1 + K(τ³/3 − 2τ²/5) + …].

The logarithmic derivative is

n = 3 + K(τ³ − 4τ²/5) + …

For few nuclei the exponent stays close to 3 right up to breakthrough. After it, differentiation of K(τ² − c) gives, for any K,

n = 2τ²/(τ² − c).

At τ = 1 and small K this is 2/(2/3 − 2K/45) ≈ 3 + K/5, the value reached from below. The exponent is therefore continuous and then declines towards 2. The decline is slow: n − 2 = 2c/(τ² − c), so n = 2.1 requires τ² = 21c, or τ ≈ 2.6 for small K.

The slowness has a geometric origin. After breakthrough the radius at the base is v_l t, and at the upper surface it is v_l√(t² − t_d²). For τ ≫ 1 the difference is about R_d/(2τ). The domain approaches a cylinder gradually, because its tilted wall keeps a memory of the ellipsoid.

**6. The signature in the current**

The mean polarization is −P_r + 2P_r f, where P_r is the remanent polarization. In a laterally infinite film the laterally averaged electric displacement is the same at every height. Averaged over thickness, it equals εV/d plus the mean polarization, if the permittivity ε is uniform and linear. At constant voltage V the switching current density is therefore

j = 2P_r df/dt.

Using D′ = 1 − 2xD before breakthrough, and direct differentiation after it,

df/dτ = 2√K τ D(√K τ)  for τ ≤ 1,

df/dτ = 2Kτ(1 − f)  for τ ≥ 1.

At τ = 1, 1 − f = D(√K)/√K, so the two rates agree and the current has no jump. The second derivatives there are

before: 2√K D(√K) + 2K − 4K^(3/2) D(√K),

after: 2√K D(√K) − 4K^(3/2) D(√K).

The slope therefore drops by 2K in units of τ, or

change of d²f/dt² = −2K/t_d² = −2πNv_l².

This kink is independent of thickness when N and v_l are held fixed. It is the lost contribution of new heights being reached. For K ≪ 1 the slope goes from about 4K to about 2K: it halves.

The current peak follows from the same expressions. After breakthrough the rate is proportional to τ exp(−Kτ²), with a maximum at τ = 1/√(2K). This lies after breakthrough if K < 1/2. Before breakthrough the rate is 2xD(x) with x = √K τ, which peaks at x² = 2.256. Thus for K between 1/2 and 2.256 the current rises until breakthrough and falls from then on, so the peak sits at the kink. For larger K it comes before breakthrough.

**7. When the simple crossover fails**

*Many nuclei.* The sequence "three, then two" is clean only for K ≪ 1. If K ≫ 1, neighbouring domains merge long before they cross the film. For x ≫ 1, D(x) ≈ 1/(2x), so once √K τ ≫ 1,

f ≈ τ − 1/(2Kτ).

The switched region is then a layer with a nearly flat front moving at speed v_z. Such a front carries bound charge 2P_r per unit area, so in a real film it can advance at constant speed only if that charge is screened (Section 9). With f ≈ τ,

n ≈ τ/[(1 − τ)(−ln(1 − τ))].

This tends to 1 for small τ within the flat-front regime, and grows large as τ approaches 1. At breakthrough the full formula gives n = 2/(1 − c) = 2K/ln[√K/D(√K)], or about 2K/ln(2K). Such a large exponent does not mean growth in many dimensions; it reflects a layer that finishes at a nearly definite time.

*The volume formula.* One might instead put the total volume of the domains, counted without overlap, into a single exponential:

f_vol = 1 − exp(−φ),

φ = (2/3)Kτ³ for τ ≤ 1,  φ = K(τ² − 1/3) for τ ≥ 1.

This would be right if every height had the same chance of being switched. Here points near the nucleated electrode switch first. Because the exponential is convex, the average of exp(−NA) is at least the exponential of the average, so f_vol cannot be below f. The two agree to first order in K. At K = 4 and τ = 1 they differ clearly: f_vol = 0.931, while the height average gives 0.849. A simulation with about 20 000 random nuclei and 200 000 sampled points gave 0.850.

*Continuous nucleation.* Let nuclei instead appear at a constant rate J per unit area. One that falls on switched material may be counted without harm, since the earlier domain reaches every further point first. A nucleus of age w reaches height z if w > a, where a = z/v_z. The mean number able to switch a point is

πJv_l² ∫ₐ^t (w² − a²) dw = πJv_l²(t³/3 − a²t + 2a³/3).

With κ = πJv_l²t_d³, the fraction becomes

f = ∫₀^m {1 − exp[−κ(τ³/3 − s²τ + 2s³/3)]} ds.

For κ ≪ 1, integrating the bracket over height gives

−ln(1 − f) ≈ κτ⁴/6  for τ ≤ 1,

−ln(1 − f) ≈ κ(τ³/3 − τ/3 + 1/6)  for τ ≥ 1.

The exponent now goes from 4 to 3. It is 3.385 at τ = 2 and 3.019 at τ = 10. A measured exponent of 3 is thus ambiguous: it may mean three-dimensional growth from nuclei present at the start, or two-dimensional growth with steady nucleation.

**8. A worked capacitor**

Take d = 300 nm, 10 V, P_r = 30 μC/cm², N = 40 per μm², v_l = 10 m/s and v_z = 100 m/s. The field is 10 V/300 nm = 0.333 MV/cm. Since 1 m/s is 1 nm/ns,

t_d = 300/100 = 3.00 ns,  R_d = 10 × 3.00 = 30 nm,

K = π × 40 × (0.030)² = 0.113.

The offset is c = 0.338, and the fraction switched at breakthrough is 0.072, close to 2K/3 = 0.075. Three-dimensional growth therefore accounts for only the first 7% of switching. Setting f = 1/2 in the later law gives

t₅₀ = t_d √(c + ln 2/K) = 3.00 × √(0.338 + 6.13) = 7.63 ns.

Likewise, 10% and 90% are reached at 3.38 and 13.65 ns. The local exponents at these three levels are, in order of time, 2.73, 2.11 and 2.03. The exponent reaches 2.1 only at 8.0 ns, when 53% has switched. The straight line joining the 10% and 90% points on an Avrami plot has slope 2.21. Such a non-integer slope needs no fractional dimension here; it averages over a crossover.

The current peaks at t_d/√(2K) = 6.31 ns, with j = 6.0 kA/cm². At breakthrough d²f/dt² drops by 2π × 40 × (0.010)² = 0.025 per ns². Multiplied by 2P_r = 60 μC/cm², this is a drop in current slope of 1.5 kA/cm² per ns.

Now vary the thickness, holding the field, both speeds and N fixed. Then K grows as d²:

- 100 nm: K = 0.013. Breakthrough comes at f = 0.008, and the 10–90% slope is 2.02. The early stage is practically hidden.
- 300 nm: K = 0.113. Breakthrough comes at f = 0.072, and the slope is 2.21.
- 1000 nm: K = 1.26. Breakthrough comes at f = 0.53, and the slope is 2.90. The local exponent at breakthrough is 3.29.
- 3000 nm: K = 11.3. Breakthrough comes at f = 0.95, and the slope is 2.39. The local exponent falls to 2.06 before breakthrough, then reaches 7.37 there.

The 1000 and 3000 nm entries describe the geometric model only: without screening, the depolarizing field in those films would exceed the applied field (Section 9). Within the model, the fitted slope is not monotonic in thickness. In the thickest film 90% has switched before breakthrough, so its value near 2.4 cannot come from cylindrical growth. When 10% has switched (τ ≈ 0.26), a domain already touches about 4Kτ² ≈ 3 others on average. The slope therefore averages over the merging of domains into a layer and the completion of that layer. There is also a practical tension: a small K gives a clean change from 3 to 2, but places it where little charge has switched.

**9. Beside a real film**

The example is meant to lie in the regime of lead zirconate titanate capacitors. Its parameters are rough, round values; wall speeds and nucleus densities depend strongly on field, electrode and film quality. K contains the square of v_l/v_z, so a threefold error in that ratio changes K ninefold. The following estimates use the same capacitor.

*Depolarizing field.* The bound charge on a growing domain opposes the applied field. With its electrostatic image in the lower electrode, the half-ellipsoid becomes a full ellipsoid of aspect ratio 10, with depolarization factor 0.020. For an assumed isotropic relative permittivity of 300, the opposing field is 2P_r × 0.0203/(ε₀ × 300) = 0.046 MV/cm. If wall speed follows exp(−E_a/E) with an assumed E_a = 1 MV/cm, the side walls move at 0.62 of their nominal speed before breakthrough. With v_z held fixed, this delays the base radius by 0.38 × 3.00 = 1.1 ns, about 15% of t₅₀. This is the field of one isolated domain, with the upper electrode ignored and the aspect ratio held at 10, and it is not an upper bound. Slower side walls would make the domain more slender and weaken its own field, but the other domains add theirs. Because the laterally averaged displacement is the same at every height (Section 6), the mean field at height z differs from V/d by 2P_r[f − p(z)]/(ε₀ × 300), where p(z) is the switching probability of Section 3 and 2P_r/(ε₀ × 300) = 2.26 MV/cm. At breakthrough p is 0.107 at the base and 0 at the upper surface, with f = 0.072, so this field opposes switching by 0.079 MV/cm at the base and aids it by 0.16 MV/cm at the top. With the tilted walls of the model the two values are still 0.04 and 0.09 MV/cm at t₅₀. For the 1000 and 3000 nm films of Section 8 the opposing mean field at the base reaches 0.53 and 1.3 MV/cm, above the applied 0.333 MV/cm. Constant wall speeds in such films require the bound charge to be screened.

*Wall straightening.* Tilted walls carry bound charge, which favours straightening. In the extreme case, every domain becomes a cylinder with its base radius at breakthrough. Then −ln(1 − f) = Kτ² afterwards, and t₅₀ moves from 7.63 to 7.43 ns. The half time changes by less than 3%, but the exponent becomes 2 at once. The slow decline derived in Section 5 thus depends on the walls staying tilted. In this capacitor the mean field found above slows the wall at the base and, under the same activation law, speeds it about 2.7-fold at the top at breakthrough, so unscreened walls are not expected to keep their tilt.

*Delayed nucleation.* If the same nuclei start after random, exponentially distributed waits with a mean of 1 ns, t₅₀ becomes 8.56 ns, 12% later. A film whose regions have widely different waiting times would need that distribution in the model, and its Avrami slope need not equal a growth dimension.

*Finite electrode.* A 5 μm square has on average 1000 nuclei. Simulated capacitors with no nuclei outside the electrode had a mean f of 0.495 at the ideal half time, with a scatter of about 0.01 between devices.

*Circuit and heating.* On that electrode the peak current is 1.5 mA. Through an assumed 50 Ω it drops 0.075 V, lowering the wall speed by about 2% under the same activation law. The charging time is 0.011 ns, far below t_d. If all the switching work 2P_rE stays in the film, with an assumed heat capacity of 3 J/(cm³ K), the temperature rises by about 7 K.

The numerical output below also gives the simulation errors. For simultaneous nuclei, with K = 0.2 and 4 and times from τ = 0.6 to 3, the largest difference in f from the closed form was 0.003. For constant-rate nucleation with κ = 1 and τ from 0.8 to 1.6, the largest difference from the height integral was also 0.003.

Numbers as computed

```
Monte Carlo, simultaneous nuclei: largest error in f = 0.0029
Monte Carlo, constant rate: largest error in f = 0.0030
K=4, tau=1: f simulated 0.850, closed form 0.849, volume formula 0.931
Peak at breakthrough for K from 0.5 to 2.256
Constant rate, few nuclei: n at tau=0.5, 2, 10 = 4.000, 3.385, 3.019
Thickness = 300 nm, voltage = 10 V, field = 0.333 MV/cm
Nucleus density = 40 per um2
Speeds: lateral 10 m/s, forward 100 m/s
Remanent polarization = 30 uC/cm2
Breakthrough time t_d = 3.00 ns, radius = 30.0 nm
K = 0.1131, offset c = 0.3384
f at breakthrough = 0.0721, estimate 2K/3 = 0.0754
n at breakthrough = 3.023
Times for f=0.1, 0.5, 0.9 = 3.38, 7.63, 13.65 ns
n at f=0.1, 0.5, 0.9 = 2.726, 2.110, 2.033
n = 2.1 at t = 8.00 ns, where f = 0.535
Apparent exponent, 10% to 90% = 2.210
Current peak: t = 6.31 ns, j = 5.99 kA/cm2
Drop of d2f/dt2 at breakthrough = 0.02513 per ns2
Thickness series at fixed field and speeds:
  d=100 nm: K=0.0126, f(t_d)=0.0083, lowest n up to t_d=2.999, n(t_d)=3.003, 10-90% n=2.024
  d=300 nm: K=0.1131, f(t_d)=0.0721, lowest n up to t_d=2.991, n(t_d)=3.023, 10-90% n=2.210
  d=1000 nm: K=1.2566, f(t_d)=0.5337, lowest n up to t_d=2.897, n(t_d)=3.294, 10-90% n=2.895
  d=3000 nm: K=11.3097, f(t_d)=0.9535, lowest n up to t_d=2.059, n(t_d)=7.373, 10-90% n=2.385
Assumed: permittivity 300, activation field 1.0 MV/cm
Depolarization factor = 0.0203, field = 0.0458 MV/cm
Side-wall speed factor before breakthrough = 0.620, delay = 1.14 ns
Half time with walls straightened at once = 7.43 ns
Half time with mean nucleation delay 1.0 ns = 8.56 ns
Electrode 5 um square: mean number of nuclei = 1000
  simulated f at half time = 0.4946, device scatter = 0.0100
Series 50 ohm: peak current = 1.50 mA, voltage drop = 0.075 V
  wall speed factor at peak = 0.978, RC time = 0.0111 ns
Heating without heat loss = 6.7 K (heat capacity 3.0 J/cm3K)
```
